# Longitudinal resistances of a quantum anomalous Hall bar with a domain wall

## Problem

A film in the quantum anomalous Hall state is shaped into a bar. Contact 1 at the left end is the source and contact 4 at the right end is the drain. The top edge carries voltage probe 2 on the left and probe 3 on the right; the bottom edge carries probe 6 on the left and probe 5 on the right. One magnetic domain wall crosses the bar from top to bottom, between the pairs (2, 6) and (3, 5).

The two domains have opposite magnetization and Chern numbers of opposite sign and magnitude one. Each domain therefore has one chiral edge channel. Its carriers circulate clockwise in the left domain and counterclockwise in the right one. The bulk does not conduct, and the bar is too wide for scattering between its top and bottom edges.

A current $I$ enters at contact 1 and leaves at contact 4, while the probes draw no current. Define

$$R_{\rm top}=\frac{V_2-V_3}{I},\qquad R_{\rm bottom}=\frac{V_6-V_5}{I}.$$

(a) Find both resistances when the wall fully equilibrates the channels that run along it.

(b) Find how they approach these values as the wall grows longer, and evaluate them for a bar of width $W=50$ µm, a mixing length $\ell=5$ µm and $I=1$ nA.

(c) Decide which conditions the result needs.

## First estimate by scaling

The edges are ballistic and the bulk is insulating, so the length of the bar cannot enter. The wall contributes one ratio of lengths, $W/\ell$. Dimensional analysis then gives

$$R=\frac{h}{e^2}\,F(W/\ell),$$

with a different function $F$ for each edge. For $W\gg\ell$ the mixing is complete and $F$ should become a constant. Both resistances are thus expected to be of order $h/e^2$ or smaller.

Current conservation adds one relation. Write $G_0=e^2/h$ for the conductance of one channel. A channel at potential $V$ carries the current $G_0V$ along its direction of motion, as derived below. Cut the left domain vertically through probes 2 and 6. The top channel runs right and the bottom channel runs left, so

$$I=G_0(V_2-V_6).$$

In the right domain both directions are reversed:

$$I=G_0(V_5-V_3).$$

The voltages around the loop of four probes obey

$$(V_2-V_3)-(V_6-V_5)=(V_2-V_6)+(V_5-V_3)=\frac{2I}{G_0}.$$

Hence

$$R_{\rm top}-R_{\rm bottom}=\frac{2h}{e^2}.$$

The two edges cannot show the same resistance. What remains unknown is the mean $\bar R=(R_{\rm top}+R_{\rm bottom})/2$. Scaling gives its unit, $h/e^2$, but not its prefactor. If the prefactor is guessed to be one, then

$$R_{\rm top}\approx\bar R+\frac{h}{e^2}=\frac{2h}{e^2},\qquad R_{\rm bottom}\approx\bar R-\frac{h}{e^2}=0.$$

The zero rests wholly on the guess. For a wall of finite length, the natural estimate of the remaining error is $(h/e^2)\,e^{-W/\ell}$.

## Exact solution

### Current carried by one channel

Let contact $j$ have electrical potential $V_j$. Electrons have charge $-e$, so the electrochemical potential of this contact is $\mu_j=\mu_0-eV_j$, where $\mu_0$ is the common equilibrium value. In a channel with velocity $v=\hbar^{-1}dE/dk$, the states in $dk$ carry the particle current

$$v\,\frac{dk}{2\pi}=\frac{dE}{2\pi\hbar}=\frac{dE}{h}.$$

The velocity has cancelled. Relative to equilibrium, the contact therefore emits the extra particle current $(\mu_j-\mu_0)/h=-eV_j/h$. Multiplication by the charge $-e$ gives the electrical current

$$(-e)\left(-\frac{eV_j}{h}\right)=\frac{e^2}{h}V_j=G_0V_j$$

along the motion of the carriers. The two minus signs cancel, so the formula has the same form for either sign of charge.

Let $T_{ij}$ be the probability that a carrier emitted by contact $j$ next arrives at contact $i$. Each contact emits into one channel, and at first every contact is taken to absorb all that arrives. The current from contact $i$ into the bar is then

$$I_i=G_0\Big(V_i-\sum_jT_{ij}V_j\Big).$$

This is the Landauer-Büttiker equation for one channel per contact. It is linear in the voltages if the $T_{ij}$ do not depend on energy in the range that carries the current.

### Channels on the wall

On the top edge, the clockwise channel of the left domain runs right, towards the wall. The counterclockwise channel of the right domain runs left, also towards the wall. Two channels thus arrive at the top end of the wall. On the bottom edge, one channel leaves the wall to the left and one to the right. Two channels must therefore run down the wall side by side. They can exchange carriers, but neither offers a way back up.

A lattice calculation tests this count. It uses the two-band model

$$H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+s\,(\cos k_x+\cos k_y-1)\,\sigma_z,$$

with $\sigma_{x,y,z}$ the Pauli matrices and energies in units of the model's energy scale. The sign $s=\pm1$ distinguishes the domains. For a uniform domain,

$$E^2=1+2(1-\cos k_x)(1-\cos k_y)\ge1,$$

so there are no bulk states at $|E|<1$. A strip 36 sites across, with $s$ changing sign in the middle, was examined at $E=0.3$. Counted with their direction, there are $1.000$, $-2.000$ and $1.000$ channels at the left edge, the wall and the right edge. The total without regard to direction is $4.000$, so no extra pair of opposite channels is hidden in the net count.

### Equations for the contacts

Let $p$ be the probability that a carrier entering the wall from the left domain leaves it into the right domain. It stays in the left domain with probability $1-p$. Each outgoing channel must be filled with total weight one, because no net current may flow when all contacts are at the same potential. The outlet to the right already receives weight $p$ from the left domain, so it takes $1-p$ from the right domain. The crossing probability from right to left is then also $p$.

The paths are $1\to2\to$ wall and $4\to3\to$ wall at the top, and wall $\to6\to1$ and wall $\to5\to4$ at the bottom. The six currents are

$$\begin{aligned}
I_1&=G_0(V_1-V_6),\\
I_2&=G_0(V_2-V_1),\\
I_3&=G_0(V_3-V_4),\\
I_4&=G_0(V_4-V_5),\\
I_5&=G_0[V_5-pV_2-(1-p)V_3],\\
I_6&=G_0[V_6-(1-p)V_2-pV_3].
\end{aligned}$$

Setting $I_2=I_3=0$ gives

$$V_2=V_1,\qquad V_3=V_4.$$

Setting $I_5=I_6=0$ and inserting these values gives

$$V_6=(1-p)V_1+pV_4,\qquad V_5=pV_1+(1-p)V_4.$$

The source current follows:

$$I=I_1=G_0[V_1-(1-p)V_1-pV_4]=G_0\,p\,(V_1-V_4).$$

The drain gives $I_4=G_0[V_4-pV_1-(1-p)V_4]=-G_0p(V_1-V_4)=-I$, as it must.

The voltage along the top is $V_2-V_3=V_1-V_4$. Along the bottom it is

$$V_6-V_5=(1-2p)(V_1-V_4).$$

Division by $I$ yields

$$R_{\rm top}=\frac{h}{e^2}\frac1p,\qquad R_{\rm bottom}=\frac{h}{e^2}\left(\frac1p-2\right).$$

Their difference is $2h/e^2$ for every $p>0$, in agreement with the loop argument.

### Full equilibration

Full equilibration means that a carrier forgets which domain it came from. It then leaves into either domain with equal probability, $p=1/2$, and both outgoing channels have the potential $(V_1+V_4)/2$. Therefore

$$\boxed{R_{\rm top}=\frac{2h}{e^2},\qquad R_{\rm bottom}=0.}$$

The bottom voltage vanishes because both bottom probes are fed by the same mixture. This does not make the bar free of dissipation: the source-drain voltage is $2hI/e^2$, so the power supplied is $2hI^2/e^2$.

The Hall resistances are $(V_2-V_6)/I=+h/e^2$ and $(V_3-V_5)/I=-h/e^2$. They do not depend on $p$, so they cannot show how the wall shares its carriers. The longitudinal resistances can, because they determine $p$. Full equilibration requires $p=1/2$, but this value alone does not prove it, since a phase-coherent wall can have it by chance.

### Reversed magnetization

If both domains are reversed, every channel runs backwards. The source now feeds probe 6 and the drain feeds probe 5, so $V_6=V_1$ and $V_5=V_4$. The channels run up the wall and supply the top probes:

$$V_2=(1-p)V_1+pV_4,\qquad V_3=pV_1+(1-p)V_4.$$

The source current is $I=G_0(V_1-V_2)=G_0p(V_1-V_4)$, as before. Hence $R_{\rm bottom}=(h/e^2)/p$ and $R_{\rm top}=(h/e^2)(1/p-2)$. At $p=1/2$ the values $2h/e^2$ and zero have changed edges.

### A wall of finite length

Let $u_L(y)$ and $u_R(y)$ be the potentials of the two wall channels at distance $y$ from the top. Suppose that carriers change channel incoherently, with the same probability $1/(2\ell)$ per unit length in both directions. Then

$$\frac{du_L}{dy}=-\frac{u_L-u_R}{2\ell},\qquad \frac{du_R}{dy}=+\frac{u_L-u_R}{2\ell}.$$

Adding the equations shows that $u_L+u_R$ keeps its initial value $V_1+V_4$. Subtracting them gives

$$\frac{d(u_L-u_R)}{dy}=-\frac{u_L-u_R}{\ell},$$

so the difference at the bottom is $x(V_1-V_4)$, with $x=e^{-W/\ell}$. Half the sum plus half the difference is

$$V_6=u_L(W)=\frac{1+x}{2}V_1+\frac{1-x}{2}V_4.$$

Comparison with $V_6=(1-p)V_1+pV_4$ identifies $p=(1-x)/2$. Consequently

$$R_{\rm bottom}=\frac{h}{e^2}\left(\frac{2}{1-x}-2\right)=\frac{2h}{e^2}\,\frac{x}{1-x},\qquad R_{\rm top}=\frac{2h}{e^2}+R_{\rm bottom}.$$

For $W\gg\ell$ the excess is close to $(2h/e^2)e^{-W/\ell}$. In the opposite limit, $W\ll\ell$, one has $1-x\approx W/\ell$, and both resistances grow as $(2h/e^2)\,\ell/W$. The domains then hardly exchange carriers, and a fixed current needs a large voltage. This limit assumes that carriers change channel only along the wall. Exchange at its ends, where the channels meet and part, does not depend on $W$; it keeps $p$ finite and cuts off the growth.

To bring $R_{\rm bottom}$ down to $\varepsilon h/e^2$, set $2x/(1-x)=\varepsilon$. This gives $2x=\varepsilon-\varepsilon x$, hence $x=\varepsilon/(2+\varepsilon)$ and

$$W=\ell\ln\left(1+\frac2\varepsilon\right).$$

## Numbers for the example

With $h/e^2=25812.807\ \Omega$, the ideal top resistance is $51.626$ kΩ. At $1$ nA the source-drain voltage is $51.626$ µV. Taking $V_4=0$, the potentials are

- $V_1=V_2=51.626$ µV,
- $V_3=V_4=0$,
- $V_5=V_6=25.813$ µV.

For the finite wall, $x=e^{-10}=4.540\times10^{-5}$ and $p=0.499977$. The bottom resistance is

$$R_{\rm bottom}\approx2(25812.8\ \Omega)(4.540\times10^{-5})=2.344\ \Omega,$$

and the top resistance exceeds $2h/e^2$ by the same amount. For $\varepsilon=0.001$ the required width is $(5\ \text{µm})\ln2001=38.0$ µm, so the chosen bar meets that target.

## Comparison of the two

The estimate gave the correct unit and the correct difference between the edges. Its guess for the mean can now be judged, since the exact mean is

$$\bar R=\frac{h}{e^2}\left(\frac1p-1\right).$$

This equals $h/e^2$ at $p=1/2$ and at no other $p$. The guessed prefactor was right because full equilibration selects this value, not because scaling requires it. For a weakly mixing wall, $p\to0$, the mean has no upper bound.

The estimated error at finite length was $(h/e^2)e^{-W/\ell}\approx1.17\ \Omega$. The exact value is $2.344\ \Omega$. The exponents agree because $\ell$ is defined as the decay length of the potential difference between the wall channels. The missing factor is two.

## Conditions for the result

### Phase coherence

A long wall is not enough by itself. Consider a wall made of many short sections. In each, a carrier changes channel with probability $q$, and the relative phase of the channels is random between sections. Averaging over the phases removes the interference terms, so the mean crossing probability after $n$ sections obeys

$$\langle p_{n+1}\rangle=(1-q)\langle p_n\rangle+q(1-\langle p_n\rangle).$$

Subtracting twice this equation from one gives $1-2\langle p_{n+1}\rangle=(1-2q)(1-2\langle p_n\rangle)$. For $0<q<1$ the mean tends to $1/2$.

An individual coherent wall need not have $p$ near $1/2$. A simulation of 20,000 walls with 200 sections each and $q=0.05$ gave a mean of $0.500$ and a standard deviation of $0.289$. The latter agrees with $1/\sqrt{12}=0.289$ for a uniform distribution between 0 and 1. A single such wall can therefore show almost any $R_{\rm top}$ above $h/e^2$. If $p>1/2$, its $R_{\rm bottom}$ is even negative. This violates no law, because the source-drain resistance $(h/e^2)/p$ remains positive.

Dephasing restores equal sharing if the wall is much longer than both the mixing length and the phase-coherence length. Averaging over energy can do so too. If $p$ varies many times within the energy range that carries the current, the linear equations for the currents contain its average $\bar p$. When $\bar p=1/2$, the resistances are $2h/e^2$ and zero. Averaging the resistances of separate coherent walls is different: for uniformly distributed $p$, the mean of $1/p$ diverges.

### Contacts

Suppose that the source transmits a carrier with probability $t_1$ and otherwise reflects it into the outgoing channel. This channel then has the potential $a=t_1V_1+(1-t_1)V_6$. The current is

$$I=G_0(a-V_6)=G_0t_1(V_1-V_6),$$

and the extra voltage at the source is

$$V_1-a=(1-t_1)(V_1-V_6)=\frac{h}{e^2}\left(\frac1{t_1}-1\right)I.$$

For a drain with transmission $t_4$, the outgoing potential is $b=t_4V_4+(1-t_4)V_5$. With $I=G_0(V_5-b)=G_0t_4(V_5-V_4)$, the same steps give $b-V_4=(h/e^2)(1/t_4-1)I$. The probes and the wall now see $a$ and $b$ in place of $V_1$ and $V_4$, so $R_{\rm top}$ and $R_{\rm bottom}$ do not change. The source-drain resistance does. For $t_1=0.8$, $t_4=0.6$ and $p=1/2$ it is $2+0.250+0.667=2.917$ in units of $h/e^2$.

### Bulk leakage

A rough estimate of bulk conduction joins neighbouring contacts by one square of film, with conductance $\sigma G_0$. The pairs are 1-2, 2-3, 3-4, 4-5, 5-6, 6-1, 2-6 and 3-5. Let $\Delta V=V_1-V_4$, take a fully equilibrating wall, $p=1/2$, and work to first order in $\sigma$. Probe 2 loses current to contacts 3 and 6, so $V_2=V_1-\sigma(1+\tfrac12)\Delta V$. By symmetry, $V_3=V_4+\tfrac32\sigma\Delta V$, and the mean of $V_2$ and $V_3$ is unchanged. Probe 6 gains current from contacts 1 and 2, each higher by $\Delta V/2$, while contact 5 is at the same potential to zeroth order. Thus

$$V_6=\frac{V_1+V_4}{2}+\sigma\Delta V,\qquad V_5=\frac{V_1+V_4}{2}-\sigma\Delta V.$$

Since $\Delta V/I=2h/e^2$ to zeroth order,

$$R_{\rm bottom}\approx\frac{2\sigma\Delta V}{I}=4\sigma\frac{h}{e^2}.$$

For activated conduction take $\sigma=e^{-T_0/T}$ with $T_0=1$ K. At $50$ mK, $\sigma=2.06\times10^{-9}$ and $R_{\rm bottom}$ is about $0.2$ mΩ. At $200$ mK, $\sigma=6.74\times10^{-3}$. The first-order formula gives about $696\ \Omega$, and the full solution of the network gives $675\ \Omega$. The top resistance falls by $695\ \Omega$, or 1.3% of $2h/e^2$.

### Real films

The temperature, current and activation scale of the example lie roughly in the regime of magnetically doped topological-insulator films. The mixing length is an assumed round number and should be determined for each kind of wall. The assumption of an insulating bulk can fail on warming. In the present estimate, going from $50$ to $200$ mK raises the leakage part of the bottom resistance from about $0.2$ mΩ to several hundred ohms. At an electron temperature of $50$ mK the roughly $2.3\ \Omega$ from incomplete mixing is the larger part; above about $94$ mK, where $4\sigma h/e^2=2.3\ \Omega$, the leakage is. Hopping between localized states is left out and may dominate the leakage at the lowest temperatures.

The current density is $1\ \text{nA}/50\ \text{µm}=0.02$ nA/µm, well below a rough breakdown onset of $1$ nA/µm. This average understates the field near the wall. The onset corresponds to a Hall field of $(h/e^2)(1\ \text{nA/µm})=25.8$ µV/µm, while at the top of the wall the channel potential falls by $\Delta V/2\ell=5.2$ µV/µm, so the margin there is about five rather than fifty. The source-drain energy $e\Delta V=51.6$ µeV is nevertheless about twelve times the thermal energy of $4.31$ µeV, though below the activation energy of $86.2$ µeV. The linear equations thus rely on transmissions that are constant over this range, or on the energy average described above. The supplied power is $51.6$ fW. If it warms the electrons above the film temperature, the leakage must be evaluated at the electron temperature. The effect can be large. A channel leaving the wall mixes two Fermi steps $e\Delta V$ apart, and if it keeps this energy its effective temperature obeys $(k_BT_{\rm eff})^2=(k_BT)^2+3p(1-p)(e\Delta V)^2/\pi^2$. For $p=1/2$ this gives $k_BT_{\rm eff}=14.9$ µeV, or about $170$ mK, where the leakage estimate is about $300\ \Omega$. The $2.3\ \Omega$ from incomplete mixing is then visible only if the carriers cool efficiently or the current is much smaller. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
LATTICE CHECK (sign relative to left outer edge)
net channels, left edge: 1.000
net channels, wall: -2.000
net channels, right edge: 1.000
total number of channels: 4.000
IDEAL EQUILIBRATING WALL
h/e^2 = 25812.807 ohm
R_top = 2.000 h/e^2 = 51.626 kohm
R_bottom = 0.000 h/e^2
Hall resistance left = 1.000 h/e^2
Hall resistance right = -1.000 h/e^2
reversed bar: R_top = 0.000 h/e^2
reversed bar: R_bottom = 2.000 h/e^2
EXAMPLE INPUTS
bar width = 50 um
mixing length = 5 um
current = 1.0 nA
temperature = 50 mK
activation temperature (rough) = 1.0 K
POTENTIALS FOR IDEAL WALL (V4 = 0)
V1 = 51.626 uV
V2 = 51.626 uV
V3 = 0.000 uV
V4 = 0.000 uV
V5 = 25.813 uV
V6 = 25.813 uV
INCOMPLETE EQUILIBRATION
exp(-width/mixing length) = 4.540e-05
crossing probability p = 0.499977
R_top - 2h/e^2 = 2.344 ohm
R_bottom = 2.344 ohm
target R_bottom = 0.001 h/e^2
width needed for target = 38.0 um
COHERENT WALLS, RANDOM PHASES
mean p = 0.500
standard deviation of p = 0.289
IMPERFECT CONTACTS
source, drain transmission = 0.8, 0.6
two-terminal resistance = 2.917 h/e^2
R_top = 2.000 h/e^2
OTHER NEGLECTED EFFECTS
bulk conductivity at 50 mK = 2.06e-09 e^2/h
  leakage change of R_top = -2.13e-04 ohm
  leakage R_bottom = 2.13e-04 ohm
bulk conductivity at 200 mK = 6.74e-03 e^2/h
  leakage change of R_top = -6.95e+02 ohm
  leakage R_bottom = 6.75e+02 ohm
current density = 0.020 nA/um
breakdown onset (rough) = 1.0 nA/um
thermal energy = 4.31 ueV
activation energy = 86.2 ueV
dissipated power = 51.6 fW
```
